\section*{Spin-orbit coupling in a cubic eg shell}

\section{Spin-orbit coupling in the $e_g$ shell}

Suppose a band model for a transition-metal compound is to keep just the two $e_g$ orbitals. One must then decide whether spin-orbit coupling may be dropped with the $t_{2g}$ orbitals, or whether all five $d$ orbitals are needed. For one electron at a single cubic site the answer is simple: the coupling has no matrix elements within $e_g$, and its second-order effect through $t_{2g}$ is one common energy shift, which can be absorbed in the orbital energy. The derivation also shows where this permission ends, because lower symmetry, hopping and a magnetic field each bring in terms that a constant cannot represent.

\subsection{Model and conventions}

Consider one electron, with spin $1/2$, in a pure $d$ shell at a site of full cubic symmetry. Angular momenta are measured in units of $\hbar$, so the one-electron coupling constant $\lambda$ is an energy. Let $P$ project on the four $e_g$ spin-orbitals and $Q=1-P$ on the six $t_{2g}$ spin-orbitals. With the $t_{2g}$ energy as zero,
\begin{equation}
H=\Delta P+\lambda X,\qquad X=\mathbf L\cdot\mathbf S,\qquad \Delta>0. \label{H}
\end{equation}
Here $\Delta$ is the separation without spin-orbit coupling. On the unit sphere, with the average of the squared function set to one, the $e_g$ orbitals are
\begin{equation}
u=\tfrac{\sqrt5}{2}(2z^2-x^2-y^2),\qquad
v=\tfrac{\sqrt{15}}{2}(x^2-y^2), \label{eg}
\end{equation}
and the $t_{2g}$ orbitals are
\begin{equation}
t_x=\sqrt{15}\,yz,\qquad t_y=\sqrt{15}\,zx,\qquad t_z=\sqrt{15}\,xy. \label{t2g}
\end{equation}

\subsection{No coupling within the shell}

The operator $L_z=-i(x\partial_y-y\partial_x)$ generates rotations about $z$. The orbital $u$ depends on $x$ and $y$ through $x^2+y^2$ alone, so $L_zu=0$. For the other orbital,
\begin{align}
L_z(x^2-y^2)&=-i\,[x(-2y)-y(2x)]=4i\,xy,\\
L_zv&=\tfrac{\sqrt{15}}{2}\,4i\,xy=2i\,t_z. \label{Lzv}
\end{align}
Thus $L_z$ sends every $e_g$ orbital either to zero or into $t_{2g}$.

The threefold rotation $x\to y\to z\to x$ maps the $e_g$ space onto itself, the $t_{2g}$ space onto itself, and $L_z$ onto $L_x$ and $L_y$. The same statement therefore holds for all three components. To write it compactly, define
\begin{align}
w_x&=\tfrac{\sqrt{15}}2(y^2-z^2)=-\tfrac{\sqrt3}{2}u-\tfrac12v,\nonumber\\
w_y&=\tfrac{\sqrt{15}}2(z^2-x^2)=\tfrac{\sqrt3}{2}u-\tfrac12v,\qquad w_z=v. \label{w}
\end{align}
The $e_g$ orbital orthogonal to $w_a$ is axially symmetric about $a$ and is annihilated by $L_a$. Hence
\begin{equation}
L_aP=2i\,|t_a\rangle\langle w_a|,\qquad a=x,y,z. \label{LP}
\end{equation}
Multiplication from the left by $P$ gives zero because $t_a$ lies outside $e_g$. Since spin operators do not change the orbital,
\begin{equation}
PXP=\sum_a (PL_aP)S_a=0. \label{first}
\end{equation}
The first-order energy vanishes for every combination of the four states, and there is no first-order splitting.

\subsection{The second-order shift}

Split an eigenstate into $\psi_e=P\psi$ and $\psi_t=Q\psi$. Projecting $H\psi=E\psi$ and using Eq.~\eqref{first} gives
\begin{align}
(E-\Delta)\psi_e&=\lambda PXQ\,\psi_t, \label{pe}\\
E\psi_t&=\lambda QXP\,\psi_e+\lambda QXQ\,\psi_t. \label{pt}
\end{align}
For a state near the upper level and $|\lambda|\ll\Delta$, the left side of Eq.~\eqref{pt} is $\Delta\psi_t$ to leading order, and the last term is smaller by $\lambda/\Delta$. Therefore $\psi_t\simeq(\lambda/\Delta)QXP\psi_e$. Insertion in Eq.~\eqref{pe} yields
\begin{equation}
H_{\rm eff}=\Delta P+\frac{\lambda^2}{\Delta}PXQXP. \label{heff}
\end{equation}
The sign is positive because the intermediate states lie below the states being shifted: the two groups of levels repel.

Equation~\eqref{LP} gives $QXP=XP=2i\sum_a|t_a\rangle\langle w_a|S_a$. The $t_a$ are orthonormal, so in the product with the adjoint only equal indices survive:
\begin{equation}
PXQXP=4\sum_a |w_a\rangle\langle w_a|\,S_a^2. \label{sum}
\end{equation}
From Eq.~\eqref{w}, the coefficient of $|u\rangle\langle u|$ in $\sum_a|w_a\rangle\langle w_a|$ is $3/4+3/4=3/2$. That of $|v\rangle\langle v|$ is $1/4+1/4+1=3/2$. The coefficient of $|u\rangle\langle v|$ is $\sqrt3/4-\sqrt3/4=0$. The sum is thus $3/2$ times the identity in the orbital doublet. For spin $1/2$ each $S_a^2$ equals $1/4$, and
\begin{equation}
PXQXP=4\cdot\tfrac32\cdot\tfrac14\,P=\tfrac32P. \label{threehalf}
\end{equation}
The result is
\begin{equation}
H_{\rm eff}=\left(\Delta+\frac{3\lambda^2}{2\Delta}\right)P. \label{result}
\end{equation}
All four spin-orbitals rise equally, for either sign of $\lambda$. If $e_g$ lay below $t_{2g}$, as with $\Delta<0$ in Eq.~\eqref{H}, the same formula would give a downward shift.

Two facts enter Eq.~\eqref{threehalf}: cubic symmetry makes the orbital sum isotropic, and spin $1/2$ makes $S_a^2$ a number. The second cannot be dropped. Suppose the same orbital operators are coupled to spin 1. In the Cartesian spin basis $S_a^2=1-|a\rangle\langle a|$, and Eq.~\eqref{sum} becomes
\begin{equation}
PXQXP=6P-4\sum_a|w_a\rangle\langle w_a|\otimes|a\rangle\langle a|. \label{spinone}
\end{equation}
For each spin state $|a\rangle$, the orbital $w_a$ has eigenvalue 2 and the orthogonal orbital has eigenvalue 6. The six levels split into two groups of three. Equation~\eqref{result} is therefore a one-electron result, not a general rule for a many-electron orbital doublet with a larger spin.

\subsection{Exact levels of the isolated shell}

The fourfold degeneracy holds beyond second order in the model of Eq.~\eqref{H}. The proof uses an identity for $X^2$. Orbital and spin operators commute with each other, and for spin $1/2$
\begin{equation}
S_aS_b=\tfrac14\delta_{ab}+\tfrac i2\sum_c\epsilon_{abc}S_c .
\end{equation}
The commutation rules give $\sum_{ab}\epsilon_{abc}L_aL_b=iL_c$, and $\mathbf L^2=6$ for a $d$ shell. Consequently
\begin{equation}
X^2=\tfrac14\mathbf L^2+\tfrac i2\,i\,\mathbf L\cdot\mathbf S
=\tfrac32-\tfrac12X. \label{X2}
\end{equation}

Take any normalized $e_g$ spin-orbital $e$ and set $t=Xe$. By Eq.~\eqref{first}, $t$ lies in $t_{2g}$. Equation~\eqref{X2} gives $Xt=X^2e=\frac32e-\frac12t$, so $H$ acts within the pair:
\begin{equation}
He=\Delta e+\lambda t,\qquad Ht=\tfrac32\lambda e-\tfrac12\lambda t. \label{pair}
\end{equation}
For an eigenstate $\alpha e+\beta t$, comparison of coefficients gives
\begin{equation}
(E-\Delta)\alpha=\tfrac32\lambda\beta,\qquad
\left(E+\tfrac12\lambda\right)\beta=\lambda\alpha. \label{coeff}
\end{equation}
Eliminating the coefficients leads to
\begin{equation}
(E-\Delta)\left(E+\tfrac{\lambda}{2}\right)=\tfrac32\lambda^2. \label{quad}
\end{equation}
This equation does not depend on the choice of $e$. Moreover, $\langle Xe'|Xe\rangle=\frac32\langle e'|e\rangle$ by Eq.~\eqref{threehalf}, so orthogonal choices of $e$ produce orthogonal partners $t$. Each root of Eq.~\eqref{quad} is thus fourfold degenerate. Numerical diagonalization at $\lambda/\Delta=\pm0.3$, well outside the perturbative range, gives a spread of the four upper levels below $10^{-12}\Delta$.

The upper root is
\begin{equation}
E_+=\frac{\Delta-\lambda/2}{2}
+\sqrt{\left(\frac{\Delta+\lambda/2}{2}\right)^2+\frac{3\lambda^2}{2}}. \label{root}
\end{equation}
To expand it, let $r=\lambda/\Delta$ and $\eta=(E_+-\Delta)/\Delta$. Equation~\eqref{quad} becomes
\begin{equation}
\eta=\frac{3r^2/2}{1+r/2+\eta}
=\frac{3r^2}{2}\left[1-\left(\frac r2+\eta\right)+\left(\frac r2+\eta\right)^2-\cdots\right].
\end{equation}
Within the bracket, $\eta=3r^2/2$ is sufficient to order $r^2$. The bracket is then $1-r/2-3r^2/2+r^2/4=1-r/2-5r^2/4$, and
\begin{equation}
E_+-\Delta=\frac{3\lambda^2}{2\Delta}-\frac{3\lambda^3}{4\Delta^2}
-\frac{15\lambda^4}{8\Delta^3}+\cdots . \label{series}
\end{equation}
The relative error of the second-order formula is thus set by $\lambda/(2\Delta)$. The cubic term has a simple origin: the $t_{2g}$ partners lie at $-\lambda/2$ instead of zero, which changes the energy denominator to $\Delta+\lambda/2$.

The sum of the roots of Eq.~\eqref{quad} is $\Delta-\lambda/2$, so the lower quartet has energy
\begin{equation}
E_-=-\frac\lambda2-(E_+-\Delta). \label{lower}
\end{equation}
Two $t_{2g}$ states remain. They are orthogonal to all pairs $(e,t)$, and since $X$ is Hermitian they form an invariant space. The trace of $X$ over the whole shell is zero. Each pair contributes $-1/2$ by Eq.~\eqref{pair}, or $-2$ in total, so the remaining doublet contributes $+2$. Equation~\eqref{X2} factorizes as $(X-1)(X+\frac32)=0$ and allows eigenvalues $1$ and $-3/2$. Both must be 1, and the doublet has energy $\lambda$. Unlike $e_g$, the $t_{2g}$ shell splits at first order.

The opposite limit, $\lambda\gg\Delta$ with $\lambda>0$, is a useful control. At $\Delta=0$ the roots of Eq.~\eqref{quad} are $\lambda$ and $-3\lambda/2$. The upper quartet joins the doublet to form the six states with $j=5/2$, while the lower quartet is $j=3/2$. Setting $E_+=\lambda+\xi$ and keeping first order in $\xi$ and $\Delta$ gives
\begin{equation}
\lambda\xi+\tfrac32\lambda(\xi-\Delta)=0,\qquad \xi=\tfrac35\Delta .
\end{equation}
Both quartets are now strong mixtures of $e_g$ and $t_{2g}$, although each is still fourfold degenerate for $\Delta>0$. The doublet remains purely $t_{2g}$.

\subsection{What a constant shift does not contain}

A common energy shift does not mean unchanged wave functions. The norm of $t$ is $\sqrt{3/2}$, so Eq.~\eqref{coeff} gives the ratio of $t_{2g}$ to $e_g$ weight as
\begin{equation}
\frac{3\lambda^2/2}{(E_++\lambda/2)^2}\simeq\frac{3\lambda^2}{2\Delta^2}. \label{weight}
\end{equation}
The amplitude is of first order in $\lambda$, and so is the orbital moment it carries. With $\psi\simeq e+(\lambda/\Delta)Xe$, the projected orbital moment is
\begin{equation}
L_a^{\rm eff}=\frac\lambda\Delta\left(PL_aQXP+PXQL_aP\right)
=\frac{8\lambda}{\Delta}|w_a\rangle\langle w_a|S_a. \label{moment}
\end{equation}
The factor is $(-2i)(2i)=4$ from each of the two terms. A two-orbital model in a magnetic field must include this moment if $g$ factors are wanted to first order in $\lambda/\Delta$.

Hopping produces a similar term. In a crystal, let $T(\mathbf k)$ be the spin-independent mixing of $e_g$ and $t_{2g}$, small compared with $\Delta$. Replacing $\lambda X$ by $\lambda X+T$ in Eq.~\eqref{heff} adds the cross term
\begin{equation}
\frac{\lambda}{\Delta}\left(PXQTP+PTQXP\right). \label{cross}
\end{equation}
For example, it contains $(2i\lambda/\Delta)\langle u|T|t_z\rangle S_z$ between $u$ and $v$. This is a spin-dependent coupling of first order in $\lambda$ within the $e_g$ bands. The constant shift is sufficient at the zone centre of a cubic crystal with one such site per cell, where $T$ vanishes and each shell keeps its cubic degeneracy, but not throughout the zone. Vanishing $T$ alone is not enough: if hopping splits the levels within a shell, the energy denominators differ and the second-order shift is no longer uniform.

\subsection{Numbers for titanium nitride}

Titanium nitride has the rock-salt structure, with titanium at octahedral sites. At the zone centre the full cubic symmetry is retained. Rough values for the Ti $3d$ states are $\lambda=0.02$ eV and $\Delta=2$ eV. They define a model and are not the output of a band calculation. The value of $\Delta$ is typical of the ligand-field splitting; at $\Gamma$, where nitrogen $2p$ states do not contribute to it, the separation may be smaller, and $\Delta=1.5$ eV would give a shift of 0.4 meV instead of the 0.3 meV found below. Equation~\eqref{result} gives
\begin{equation}
\frac{3(0.02\ {\rm eV})^2}{2(2\ {\rm eV})}=3.0\times10^{-4}\ {\rm eV}=0.30\ {\rm meV},
\end{equation}
equivalent to 3.5 K. Diagonalization gives 0.2985 meV. The difference is $0.5\%$ of the second-order value, as expected from $\lambda/(2\Delta)=0.005$. The $t_{2g}$ quartet lies at $-10.30$ meV and the doublet at $20.00$ meV, so the first-order splitting of $t_{2g}$ is about a hundred times the $e_g$ shift. The $t_{2g}$ weight in the raised states is $1.5\times10^{-4}$.

\paragraph{Strain.} An isolated octahedron with $\sigma$-bonding ligands gives a scale for the effect of tetragonal strain. A ligand along $n$ raises the $d$ orbital $\sigma_n$ pointing at it by $e_n$. Here $\sigma_z=u$ and $\sigma_{x,y}=-\frac12u\pm\frac{\sqrt3}{2}v$. Summing two ligands on each axis, with $e_y=e_x$, gives
\begin{equation}
E_u=2e_z+e_x,\qquad E_v=3e_x. \label{aom}
\end{equation}
The cubic case fixes $3e_x=\Delta$. Assume that $e$ varies as the inverse seventh power of bond length, and lengthen the $z$ bonds by a fraction $\varepsilon$ with the others fixed. Then $e_z\simeq e_x(1-7\varepsilon)$ and
\begin{equation}
E_v-E_u=2(e_x-e_z)\simeq\tfrac{14}{3}\Delta\varepsilon. \label{strain}
\end{equation}
For $\varepsilon=0.1\%$ this is 9.3 meV. A strain of only $0.003\%$ gives a splitting equal to the spin-orbit shift.

\paragraph{Dispersion.} Next consider nearest-neighbour Ti--Ti hopping with rough values $V_\sigma=-0.5$ eV, $V_\pi=0.25$ eV and $V_\delta=0$, keeping $\Delta$ as the separation at the zone centre. For a bond along $(0,1,1)$, $w_x$ is a $\pi$ orbital, and the orthogonal $e_g$ orbital has $\sigma$ amplitude $-1/2$, its remainder being $\delta$. Resolving $u$ and $v$ into these two orbitals gives
\begin{equation}
T_{uu}=\tfrac34V_\pi+\tfrac1{16}V_\sigma,\qquad
T_{vv}=\tfrac14V_\pi+\tfrac3{16}V_\sigma .
\end{equation}
Their difference is $V_\pi/2-V_\sigma/8=0.1875$ eV. Eight neighbours have a $z$ component. By the fourfold symmetry about $z$ they share these diagonal elements, while their $u$--$v$ elements cancel in the sum. They acquire the factor $\cos\pi f$ at a fraction $f$ of the way from $\Gamma$ to X. Relative to $\Gamma$, where the bands are degenerate, the splitting is
\begin{equation}
8(0.1875\ {\rm eV})(1-\cos\pi f)=1.5\,(1-\cos\pi f)\ {\rm eV}. \label{disp}
\end{equation}
It is 73 meV at $f=0.1$ and 3.0 eV at X. It already equals the spin-orbit shift at $f=0.006$, or about $0.1\ {\rm nm}^{-1}$ for a lattice constant of 0.42 nm. These values belong to Ti--Ti hopping alone, in which $u$ falls below $v$. In the nitride, mixing of $u$ with nitrogen $p_z$ sets in away from $\Gamma$ with matrix element $2V_{pd\sigma}\sin\pi f$ and pushes $u$ up. For $|V_{pd\sigma}|\approx1.8$ eV and $p$ levels 5 to 7 eV below $e_g$, it outweighs the direct hopping near $\Gamma$ and places $u$ some 0.1 to 0.2 eV above $v$ at $f=0.1$. Equation~\eqref{disp} therefore gives a scale for the dispersion, not the sign or size of the splitting in titanium nitride.

At L the largest $e_g$--$t_{2g}$ mixing element is 1.06 eV. Equation~\eqref{cross} cannot be used there. The same hopping brings the coupled $e_g$ and $t_{2g}$ levels to within about 0.25 eV of each other before they mix, so the mixing exceeds their separation. The resulting states are strong mixtures of both shells, and a constant shift of separate $e_g$ levels no longer describes the effect of spin-orbit coupling.

\paragraph{The real metal.} Covalency alters the prefactor. If the $d$ weights in an isolated octahedron are 0.7 for $e_g$ and 0.9 for $t_{2g}$, and ligand spin-orbit coupling and the bonding states are omitted, the matrix element is multiplied by $\sqrt{0.7\times0.9}$. The shift falls by the factor 0.63, to 0.19 meV. This estimate does not apply to nitrogen $2p$ mixing at $\Gamma$: there the in-phase $p$ states are odd under inversion and the $d$ states even, so they do not mix. For the same reason the ligand model behind Eq.~\eqref{strain} gives a scale for strain, not the deformation response of the $\Gamma$ states.

The thermal energy at 300 K is 26 meV, nearly a hundred times the shift. An assumed electron lifetime of 3 fs, short but of a plausible order for a metallic film, gives a broadening $\hbar/\tau$ of about 0.2 eV, several hundred times the shift. A common shift produces no separate feature at any resolution; with these parameters it is also a very small displacement compared with the width of the level. Strain can break the cubic symmetry as well: in the ligand model above, a tetragonal strain of $0.1\%$ produces a splitting some thirty times the shift.

For the modelling decision, these numbers support neglecting the uniform shift of the $e_g$ levels at $\Gamma$. They do not support omitting $t_{2g}$ throughout the zone. Without spin-orbit coupling the two shells do not mix along the line from $\Gamma$ to X, but with the Ti--Ti hopping used here an $e_g$ band crosses $t_{2g}$ bands near the middle of that line, and there even a weak spin-orbit coupling mixes them strongly. Which $e_g$ band crosses, and where, changes once nitrogen $2p$ states are included, so the crossing illustrates the mechanism and is not a located feature of the real bands. At L the same model gives a mixing of the order of an electronvolt even without spin-orbit coupling. Nor would an $e_g$ model describe the conduction electrons of titanium nitride, which occupy mainly $t_{2g}$ bands. The printed values are collected in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
largest |L.S| element inside eg: 0.0e+00
second-order coefficient, from matrix: 1.5000
coefficient of lambda^2/Delta, from levels: 1.49981
coefficient of lambda^3/Delta^2, from levels: -0.7497
coefficient of lambda^4/Delta^3, from levels: -1.8747
spin-1 shifts in lambda^2/Delta: [2. 2. 2. 6. 6. 6.]
input lambda: 0.020 eV
input Delta: 2.00 eV
lambda/Delta: 0.0100
eg shift, second order: 0.3000 meV
eg shift, diagonalization: 0.2985 meV
eg shift as temperature: 3.48 K
spread of the four eg levels: 8.9e-13 meV
t2g quartet energy: -10.2985 meV
t2g doublet energy: 20.0000 meV
t2g weight in raised eg states: 1.484e-04
input tetragonal strain: 0.10 %
eg splitting from this strain: 9.29 meV
strain whose splitting equals the shift: 0.00321 %
input hopping sigma, pi, delta: -0.5, 0.25, 0.0 eV
input lattice constant: 0.42 nm
eg band splitting at 10% of Gamma-X: 73.4 meV
eg band splitting at X: 3.00 eV
fraction of Gamma-X where it equals the shift: 0.00637
the same wave number: 0.0952 1/nm
spin-free eg-t2g mixing element at L: 1.061 eV
input d weights eg, t2g: 0.7, 0.9
eg shift with these d weights: 0.1881 meV
input temperature: 300 K
thermal energy: 25.85 meV
input electron lifetime: 3.0 fs
lifetime broadening hbar/tau: 219 meV
thermal energy / eg shift: 86
lifetime broadening / eg shift: 731
\end{verbatim}
